\section*{Radical diffusion in random pore lattices near the percolation threshold}

\section{A walk that stops spreading}

Take a simple-cubic lattice of pore sites and open a quarter of them at random. Radicals released on the open sites reach a mean-square displacement of 6.31 squared lattice spacings after 1024 attempted hops, and 7.05 after 4096. Four times the time has added 12\%. With 40\% of the sites open, the same extension raises the displacement from 87.89 to 300.88. Both lattices are porous, and the hopping rule is the same.

The natural way to obtain a diffusivity is to divide the mean-square displacement by the time. For the first lattice this gives a small positive number, although the true long-range diffusivity will turn out to be zero. The task is to build a calculation that can tell zero from small.

The rules are these. Each site is open independently with probability $p$, which is also the porosity if an open cell is entirely hollow. A radical starts on a randomly chosen open site. In each time step $\tau$ it selects one of six neighbours with probability $1/6$, moves there if the site is open, and otherwise waits. Radicals do not interact, and at first none are lost. Lengths are in units of the spacing $a$, and $t$ counts steps. With $M(t)=\langle R^2\rangle/a^2$, averaged over all open starting sites,
\begin{equation}
D=\lim_{t\to\infty}\frac{a^2M(t)}{6t\tau},\qquad
D_0=\frac{a^2}{6\tau},\qquad
\frac{D}{D_0}=\lim_{t\to\infty}\frac{M(t)}{t}.
\end{equation}
Here $D_0$ belongs to the fully open lattice, where successive hops are independent and $M(t)=t$.

\section{Why a longer run is not enough}

Consider one step. Each neighbour of the starting site is open with probability $p$, so
\begin{equation}
M(1)=6\times\tfrac16\times p=p .
\end{equation}
The shortest run therefore returns the porosity as the relative diffusivity: 0.25 for the first lattice. At $t=4096$ the ratio is $7.05/4096=0.0017$. The estimate has fallen more than a hundredfold, but it can never reach zero at finite time.

Taking the slope over the second half of the run removes the early displacement. For $p=0.25$ it gives $D/D_0=0.00019\pm0.00007$, still not a decision. At $p=0.312$ the failure is plainer: the late slope is $0.00656\pm0.00031$, some 21 standard errors above zero. Yet $M$ grows from 11.17 at $t=256$ to 45.49 at $t=4096$, an effective exponent
\begin{equation}
\alpha=\frac{\ln(45.49/11.17)}{\ln 16}=0.507 .
\end{equation}
If $M\propto t^\alpha$ with $\alpha<1$, the slope between $t/2$ and $t$ is
\begin{equation}
\frac{M(t)-M(t/2)}{t/2}=2(1-2^{-\alpha})\frac{M(t)}{t},
\end{equation}
which is positive at every time and tends to zero as $t^{\alpha-1}$. Inserting the numbers gives $2\times0.296\times45.49/4096=0.0066$, the slope observed. Its small statistical error says nothing about its limit. This $p$ lies just above the established threshold 0.3116, so the limit need not be exactly zero: of a dozen periodic samples of this size, half have a positive long-time diffusivity, at most about $D/D_0=0.001$, several times below the slope. The exponent describes this time window and one sample of $48^3$ sites; it is not claimed as the asymptotic exponent. At $p=0.60$ the exponent over the same window is 0.993, close to ordinary diffusion.

More walkers reduce the noise, and more steps move the window. Neither supplies the missing limit, which must come from the structure of the clusters.

\section{Finite clusters: a bound that reaches zero}

Let $z_i$ be the number of open neighbours of site $i$. The one-step probabilities are $P_{ij}=1/6$ between open neighbours and $P_{ii}=1-z_i/6$. This matrix is symmetric and its rows sum to one, so its columns do too, and a uniform distribution over open sites is stationary.

Suppose that all clusters are finite. Give each site a coordinate $\mathbf X_i$ measured from the centroid of its own cluster. For $N$ open sites,
\begin{align}
M(t)&=\frac1N\sum_{ij}(P^t)_{ij}|\mathbf X_i-\mathbf X_j|^2\nonumber\\
&=\frac1N\Big[\sum_i|\mathbf X_i|^2+\sum_j|\mathbf X_j|^2
-2\sum_{ij}\mathbf X_i\cdot(P^t)_{ij}\mathbf X_j\Big]\nonumber\\
&=\frac2N\left[\mathbf X\cdot\mathbf X-\mathbf X\cdot P^t\mathbf X\right].
\label{eq:msd}
\end{align}
The second line uses the unit row and column sums. For even $t$, symmetry gives $\mathbf X\cdot P^t\mathbf X=|P^{t/2}\mathbf X|^2\ge0$, hence
\begin{equation}
M(t)\le S,\qquad S=\frac2N\sum_i|\mathbf X_i|^2=2\langle R_g^2\rangle,
\qquad \frac{M(t)}t\le\frac St .
\label{eq:bound}
\end{equation}
Here $R_g$ is the radius of gyration of the cluster that holds the starting site. For odd $t$ the eigenvalues of $P$, which lie between $-1$ and 1, still give $M(t)\le2S$. The ratio therefore tends to zero whenever $S$ is finite.

The displacement actually approaches $S$. The eigenvalue 1 belongs to vectors constant on each cluster, and $\mathbf X$ is orthogonal to these because it is centred. An eigenvalue $-1$ would need a nonzero vector $g$ with
\begin{equation}
0=g\cdot(I+P)g=\sum_i2P_{ii}g_i^2+\frac16\sum_{\rm bonds}(g_i+g_j)^2 .
\end{equation}
Then $g$ would alternate in sign along bonds and vanish wherever waiting is possible. A finite cluster has such a site at its boundary, so $g$ vanishes throughout it. All other eigenvalues have magnitude below one, and the last term of \eqref{eq:msd} dies out. Physically, the radical forgets where in its cluster it began, and two independent uniform points in a cluster are separated by $2R_g^2$ in mean square.

In the sample with $p=0.20$, $S=2.72$, and the walkers give 2.76 at $t=4096$; the small excess is sampling noise. For $p=0.25$, $S=7.44$. Repeated application of $P$ to the coordinates gives 7.21 at $t=4096$ without sampling, and the walkers give 7.05, lower by 2\%. The slow growth is thus accounted for, since it must end at $S$: at most $7.44-7.21=0.23$ squared spacings is left at even times. The ratio $M/t$ is bounded by 0.0018 at this time and by ever smaller values later.

For the infinite lattice one further fact is needed. Below the percolation threshold $p_c$, the probability that a site belongs to a large cluster decays exponentially with cluster size. This established result of percolation theory makes the average of $R_g^2$ finite, so $D=0$ for every $p<p_c$. The dilute limit shows the mechanism. To first order in $p$, an open site has one open neighbour with probability $6p$. A pair has $R_g^2=1/4$, so
\begin{equation}
S\simeq6p\times2\times\tfrac14=3p .
\end{equation}
Radicals shuttle within rare pairs, and nothing travels further. At $p=0.20$ this would give 0.6 instead of 2.72, so larger clusters already dominate there.

\section{Wrapping clusters: a diffusivity without a time window}

A computer sample is periodic with side $L$. A cluster may then join its own periodic image, and the bound above no longer applies. The repair is to compute the infinite-time diffusivity of the periodic sample directly.

Choose an axis. Let $\delta_{ij}=-\delta_{ji}$ be the displacement along it in a hop from $i$ to $j$, and seek a periodic site function $\chi_i$, the corrector, that minimizes
\begin{equation}
E=\sum_{\rm bonds}(\delta_{ij}+\chi_j-\chi_i)^2 .
\end{equation}
Setting the derivative with respect to $\chi_i$ to zero gives
\begin{equation}
\sum_{j\sim i}(\delta_{ij}+\chi_j-\chi_i)=0
\end{equation}
for every open site. If $x_t$ is the unwrapped displacement and $i_t$ the site occupied, the quantity $Y_t=x_t+\chi_{i_t}$ therefore has zero mean increment from every site. Its increments at different times are uncorrelated, and their variances add:
\begin{equation}
\langle(Y_t-Y_0)^2\rangle
=\frac tN\sum_i\sum_{j\sim i}\frac16(\delta_{ij}+\chi_j-\chi_i)^2
=\frac{t}{3N}E_{\min}.
\end{equation}
The factor changes from $1/6$ to $1/3$ because each bond is counted from both ends. Since $\chi$ is bounded on a finite sample, $x_t$ and $Y_t-Y_0$ differ by a bounded amount and have the same variance per unit time in the limit. Summing over three axes,
\begin{equation}
\frac D{D_0}=\frac1{3N}\sum_{\rm axes}E_{\min}.
\label{eq:cell}
\end{equation}
On the fully open lattice $\chi=0$, each axis contributes $N$ bonds, and the result is 1, as it must be.

If no cluster wraps, $\chi_i=-X_i$ along the chosen axis cancels every term, and $D=0$. If a cluster wraps, it contains a loop of $n$ distinct bonds whose displacements along some axis add to a nonzero multiple of $L$. The corrector differences cancel around the loop, and the Cauchy--Schwarz inequality gives
\begin{equation}
E_{\min}\ge\frac{L^2}{n},\qquad \frac D{D_0}\ge\frac{L^2}{3Nn}>0 .
\end{equation}
For a periodic sample, then, diffusion and wrapping are equivalent. As a test, 40 samples of $10^3$ sites with $p$ from 0.24 to 0.40 were examined: 21 wrapped, and precisely those had nonzero diffusivity.

Wrapping is found by building a search tree in each cluster and adding up displacements along it. This assigns unwrapped coordinates to all sites. Every bond outside the tree must then agree with the coordinates of its ends; a mismatch by a multiple of $L$ reveals a wrapping loop.

At $p=0.40$, equation \eqref{eq:cell} gives $D/D_0=0.0671$. The late slope of the walk is $0.0688\pm0.0012$, in agreement, while the plain ratio $300.88/4096=0.0735$ is about 10\% too high relative to the corrector value. At $p=0.60$ the two methods give 0.370 and $0.372\pm0.005$. The errors describe walker sampling on a fixed lattice, not variation between lattices.

\section{Locating the threshold without choosing a cutoff}

One sample still cannot locate the threshold of the infinite lattice, since a small sample may wrap below $p_c$ or fail to wrap above it. Nor should a cutoff on measured diffusivity be used, because the answer would depend on it. Connectivity offers a cleaner route.

Assign each site a fixed uniform random number $u$ and call it open when $u<p$. Raising $p$ only adds open sites, so each field has one value $p_*$ at which a cluster first joins two opposite free faces. Bisection finds it. Near $p_c$, leading-order finite-size scaling states that the spanning probability depends on $(p-p_c)L^{1/\nu}$ alone, where $\nu$ is the correlation-length exponent. Thus $p_*=p_c+L^{-1/\nu}\zeta$, with the distribution of $\zeta$ independent of $L$. Its mean and standard deviation obey
\begin{equation}
\bar p_*=p_c+L^{-1/\nu}\bar\zeta,\quad
\sigma=L^{-1/\nu}\sigma_\zeta,\quad
\bar p_*=p_c+\frac{\bar\zeta}{\sigma_\zeta}\,\sigma .
\end{equation}
A straight line of mean against deviation has intercept $p_c$, and $\nu$ need not be known.

For sides 12, 24 and 48 the means are 0.3314, 0.3194 and 0.3142, and the deviations 0.0325, 0.0160 and 0.0074. The weighted line gives $p_c=0.309$. Propagating the errors of the means and deviations gives about 0.001 for the intercept, so the distance from the established numerical value, 0.3116, is between two and three standard errors. The two larger sizes alone give
\begin{equation}
0.3142-\frac{0.3194-0.3142}{0.0160-0.0074}\times0.0074=0.310 .
\end{equation}
The shift is towards the established value but smaller than its statistical error, so these data cannot tell whether the remaining difference comes from corrections to leading-order scaling or from chance. These data place the threshold near 0.31 and do not determine its third digit.

The trend at fixed $p$ needs no extrapolation formula. At $p=0.28$ the spanning fraction falls from 0.055 to 0.013 to 0.000 as the side grows; at $p=0.35$ it rises from 0.720 to 0.977 to 1.000. That $D$ is positive throughout $p>p_c$ on the infinite lattice is again an established result; the walks at 0.40 and 0.60 illustrate it.

The final scheme thus gives each question its own instrument: cluster labelling decides whether a periodic sample has long-range diffusion, the corrector gives its size, the walk shows the approach in time, and size scaling locates the threshold.

\section{Oxygen atoms in a porous film}

Consider oxygen atoms entering a porous low-$k$ film during plasma resist strip, with 2 nm pore cells, 100 nm thickness and 300 K. The mean speed is $v=630$ m/s. Taking one cell as the free path, the Knudsen estimate is
\begin{equation}
D_0=\frac{av}{3}=\frac{(2\times10^{-9})(630)}3\ {\rm m^2/s}
=4.2\times10^{-3}\ {\rm cm^2/s},
\end{equation}
and $\tau=a^2/(6D_0)=1.59$ ps. The estimate assumes that an atom loses its direction in every cell. It sets the hop rate of the model and does not describe a fully open lattice of hollow cells, which would have no walls. Narrow necks between pores would lower $D_0$.

At $p=0.25$, $D=0$ and the limiting rms displacement is $2\sqrt{7.44}=5.5$ nm. At $p=0.40$, $D=0.0671D_0=2.8\times10^{-4}$ cm$^2$/s. This average includes atoms in closed clusters. A fraction $f=0.906$ of open sites belongs to the wrapping cluster, and the others contribute nothing, so $D=fD_\infty$ and $D_\infty=3.1\times10^{-4}$ cm$^2$/s for atoms that can travel. Without loss, the crossing time $h^2/(2D_\infty)$ for thickness $h$ is about 160 ns. These values belong to one lattice; others of similar size can differ by 10\% or more, so the second digit is uncertain.

Wall loss changes this conclusion. The wall-hit rate per atom is $vS_w/(4V)$, from the kinetic flux $cv/4$ at density $c$. A cubic pore has wall area $S_w=6a^2$ and volume $V=a^3$. If each hit removes the atom with an assumed probability $\gamma=10^{-3}$,
\begin{equation}
k=\frac{3\gamma v}{2a}=4.7\times10^8\ {\rm s^{-1}},\qquad
\lambda=\sqrt{\frac{D_\infty}{k}}=8.1\ {\rm nm}.
\end{equation}
Counting all six faces as wall overestimates the loss. The length $\lambda$ follows from the steady balance $D_\infty c''=kc$. With fixed density at the top and no flux through the bottom, $c(h)/c(0)=1/\cosh(h/\lambda)=9\times10^{-6}$. Solving the lossy hopping problem on the actual pores gives 8.9 nm, 9\% above the formula. The excess is not peculiar to this sample: other lattices at $p=0.40$ give 8.6 to 9.5 nm, all above the formula, which thus underestimates the depth by roughly 10\%. This is plausible, because an atom survives only about $1/(k\tau)\approx1300$ steps, and at such times $M/t$ still exceeds its limit ($87.89/1024=0.086$ against 0.067). The longer length raises the bottom density about threefold, to some $3\times10^{-5}$. Counting only closed faces as wall matters more. A site on the wrapping cluster has on average about 2.6 open neighbours, which leaves about 3.4 wall faces instead of six. The loss rate falls accordingly, $\lambda$ grows by about a third to roughly 11 nm, and the bottom density rises above $10^{-4}$. The density at the bottom is therefore far less certain than the depth. Connectivity is thus necessary for deep penetration but not sufficient.

Other effects alter the clock or the meaning of zero. If every hit leads to adsorption with energy 0.20 eV and a $10^{-13}$ s prefactor, motion slows by a factor of about 110 when all six faces are counted as wall, and about 60 when only closed faces are. At fixed loss per hit, $D_\infty$ and $k$ fall together and $\lambda$ is unchanged. Gas collisions are negligible at 1 Torr, where the mean free path is 57 $\mu$m. Heating to 520 K raises $D_0$ by a factor of 1.32 through the speed alone. An assumed solid diffusivity of $10^{-14}$ cm$^2$/s lets atoms cross a 2 nm wall in 2 s, well within a 30 s process. Then $D=0$ describes transport through open pores only, not the whole film.

A finite film also has rare piercing clusters below threshold. At $p=0.25$, the fraction of sites connected to the surface decays with a length of 4.0 nm. Extrapolated to the bottom layer, this leaves of the order of one connected site per mm$^2$. The figure is uncertain by a factor of several, because the extrapolation amplifies a change of a few per cent in the decay length. Zero diffusivity in the infinite lattice does not make a large-area film impermeable.

The cell size and porosities are rough values in the range of porous organosilicate films; $\gamma$, the adsorption energy and the solid diffusivity are assumptions, not data for a particular film. Real pores vary in size and are correlated by the way they form, so 0.312 should not be used as their critical porosity. The present calculation does not determine that shift. Oxygen also reacts with the organic groups on the walls, so $\gamma$ can change during exposure. Within the model the consequence is large: at $p=0.40$, $\gamma=10^{-3}$ limits the penetration length to roughly 10 nm in a 100 nm film, and since $\lambda\propto\gamma^{-1/2}$, $\lambda=h$ would require $\gamma$ of the order of $10^{-5}$. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Spanning thresholds (free faces, sizes in sites)
 size 12, 600 samples: mean 0.3314, st.dev. 0.0325
  spanning fraction at p=0.28: 0.055, at p=0.35: 0.720
 size 24, 300 samples: mean 0.3194, st.dev. 0.0160
  spanning fraction at p=0.28: 0.013, at p=0.35: 0.977
 size 48, 120 samples: mean 0.3142, st.dev. 0.0074
  spanning fraction at p=0.28: 0.000, at p=0.35: 1.000
 extrapolated threshold p_c = 0.3090
Small samples: 21 of 40 wrap; D>0 in exactly these
Walks: 48^3 sites, 10000 walkers, 4096 steps
 p=0.200: MSD/a^2 at t=256, 1024, 4096: 2.46, 2.61, 2.76
  late slope D/D0 = 0.00005 +- 0.00003
  propagated MSD 2.72, limit S 2.72 a^2
  bound on MSD/t at t=4096: 0.00066
 p=0.250: MSD/a^2 at t=256, 1024, 4096: 4.70, 6.31, 7.05
  late slope D/D0 = 0.00019 +- 0.00007
  propagated MSD 7.21, limit S 7.44 a^2
  bound on MSD/t at t=4096: 0.00182
 p=0.312: MSD/a^2 at t=256, 1024, 4096: 11.17, 22.47, 45.49
  late slope D/D0 = 0.00656 +- 0.00031
 p=0.400: MSD/a^2 at t=256, 1024, 4096: 29.12, 87.89, 300.88
  late slope D/D0 = 0.06884 +- 0.00123
  corrector D/D0 = 0.0671, wrapping fraction f = 0.9061
 p=0.600: MSD/a^2 at t=256, 1024, 4096: 97.17, 382.66, 1523.02
  late slope D/D0 = 0.37225 +- 0.00534
  corrector D/D0 = 0.3697, wrapping fraction f = 0.9950
 MSD exponent, t=256 to 4096: 0.507 at p=0.312, 0.993 at p=0.60
Example: a=2 nm, film 100 nm, T=300 K, 1 Torr, 30 s
 O-atom mean speed 630.1 m/s, hop time 1.587 ps
 D0 = 4.200e-03 cm2/s
 p=0.25: D = 0, limiting rms displacement 5.45 nm
 p=0.40: D = 2.817e-04 cm2/s, D_inf = 3.109e-04 cm2/s
 p=0.40: loss-free crossing time h^2/(2 D_inf) 160.8 ns
Neglected effects (assumed rough inputs)
 wall loss probability 0.001: loss rate 4.726e+08 1/s
  penetration at p=0.40: formula 8.11 nm, lattice 8.86 nm
  surviving fraction at film bottom 8.8e-06
 adsorption 0.2 eV, 1e-13 s prefactor: slowdown factor 109
 gas mean free path 57.1 um = 2.9e+04 pore widths
 D0 factor from 300 K to 520 K: 1.317
 solid diffusivity 1e-14 cm2/s: one 2 nm wall in 2.0 s, 7.7 nm in 30 s
 p=0.25 surface-connected pores: decay length 3.98 nm
  site fraction in layer 5: 1.77e-02, in layer 15: 1.05e-04
  extrapolated connected bottom sites: about 1e+00 per mm2
\end{verbatim}
